# The Dember Voltage of a Nonuniformly Lit Semiconductor Slab at Open Circuit

## The question

A semiconductor slab occupies $0\le x\le L$. Steady light creates electron–hole pairs at a rate that depends on $x$. The electron and hole densities are $n(x)$ and $p(x)$, the mobilities $\mu_n$ and $\mu_p$ are constant, and $e>0$ is the elementary charge. The carriers are nondegenerate and the temperature $T$ is uniform. The net density $N$ of fixed positive charge, in units of $e$, is uniform and unaffected by the light; any traps whose occupation changes under illumination must therefore be too few for their charge to matter. No net current flows through the slab.

The electric field is $E=-d\phi/dx$, a prime denotes $d/dx$, and the electric current densities are

$$J_n=e\mu_n nE+eD_n n',\qquad J_p=e\mu_p pE-eD_p p'.$$

The conductivity is $\sigma=e(\mu_n n+\mu_p p)$. The voltage asked for is the electrostatic potential difference across the bulk,

$$V=\phi(0)-\phi(L)=\int_0^L E\,dx .$$

**(a)** Express $E$ through the density gradients. Is each carrier current zero?

**(b)** Use Gauss's law to express $E$ through $\sigma$ alone, and find the condition for doing so.

**(c)** Find $V$. Discuss its sign, its limits for weak and strong light, and what it does not depend on.

**(d)** Evaluate $V$ for the silicon-like slab described in that part.

**(e)** What does a voltmeter read?

**(f)** Examine a slab as thin as its Debye length, and estimate the effects left out in (d).

## (a) The field at open circuit

In one steady dimension the total current is the same at every $x$. Open circuit makes it zero:

$$J_n+J_p=0 .$$

Inserting the two currents gives

$$e(\mu_n n+\mu_p p)E+e(D_n n'-D_p p')=0 .$$

The first bracket, with its factor $e$, is $\sigma$. For nondegenerate carriers the Einstein relation is $eD_{n,p}=\mu_{n,p}kT$, so

$$\sigma E=-kT(\mu_n n'-\mu_p p'). \tag{1}$$

The separate currents need not vanish. The condition is $J_p=-J_n$. Holes moving to the right carry current to the right, while electrons moving to the right carry current to the left. Equal and opposite currents therefore mean equal particle fluxes in the same direction. Pairs created in the bright region travel together to the dark region and recombine there.

## (b) From two gradients to one conductivity

Gauss's law, with permittivity $\varepsilon$, is

$$\varepsilon E'=e(p-n+N).$$

Since $N$ is uniform, differentiation gives

$$p'-n'=d,\qquad d=\frac{\varepsilon}{e}E'' . \tag{2}$$

It is useful to keep $d$ for a moment, because it measures the error of assuming neutrality. The conductivity gradient is

$$\frac{\sigma'}{e}=\mu_n n'+\mu_p p' .$$

Putting $p'=n'+d$ into this and solving for $n'$, then adding $d$ to obtain $p'$, gives

$$n'=\frac{\sigma'/e-\mu_p d}{\mu_n+\mu_p},\qquad
p'=\frac{\sigma'/e+\mu_n d}{\mu_n+\mu_p}.$$

The combination needed in (1) is therefore

$$\mu_n n'-\mu_p p'=\beta\frac{\sigma'}{e}-\frac{2\mu_n\mu_p}{\mu_n+\mu_p}\,d,
\qquad \beta=\frac{\mu_n-\mu_p}{\mu_n+\mu_p}.$$

Inserting this in (1), dividing by $\sigma$ and using $d=\varepsilon E''/e$ gives

$$E-\Lambda^2E''=-\frac{kT}{e}\,\beta\,(\ln\sigma)', \tag{3}$$

$$\Lambda^2=\frac{\varepsilon kT}{e^2}\,
\frac{2\mu_n\mu_p}{(\mu_n+\mu_p)(\mu_n n+\mu_p p)} .$$

No neutrality assumption has yet been made. The length $\Lambda$ is a screening length, similar to a Debye length but weighted by the mobilities. If the field varies over a distance $\ell$, then $E''$ is of order $E/\ell^2$, and the second term on the left is smaller than the first by about $\Lambda^2/\ell^2$. When $\Lambda\ll\ell$,

$$E=-\frac{kT}{e}\,\beta\,\frac{d\ln\sigma}{dx}. \tag{4}$$

This is the quasi-neutral approximation. It sets $n'=p'$, but it does not set the space charge strictly to zero: a very small charge supplies the field. Charged layers at the surfaces lie outside the approximation, so the ends in what follows are taken just inside the neutral bulk.

## (c) The voltage

Integrating (4) across the slab gives

$$V=-\frac{kT}{e}\beta\left[\ln\sigma(L)-\ln\sigma(0)\right],$$

and hence

$$\boxed{V=\phi(0)-\phi(L)=\frac{kT}{e}\,
\frac{\mu_n-\mu_p}{\mu_n+\mu_p}\,
\ln\frac{\sigma(0)}{\sigma(L)}} \tag{5}$$

The magnitude of the voltage is the absolute value of the right-hand side.

**Sign.** Suppose that $\mu_n>\mu_p$ and that the end $x=0$ is the more conductive. Then $V>0$, so the more conductive end is positive. In (d), where the surfaces are passivated, this is the lit end. Electrons would diffuse away from the light faster than holes. The slight charge separation produces a field pointing away from the light, which holds the electrons back and helps the holes until their fluxes agree. Faster holes reverse the sign, and equal mobilities give no voltage.

**Weak light.** Take an n-type slab of donor density $N$ with negligible equilibrium hole density. Let $\Delta(x)$ be the excess density, equal for both carriers in the neutral bulk. Then $\sigma=e[\mu_nN+(\mu_n+\mu_p)\Delta]$. For $(\mu_n+\mu_p)\Delta\ll\mu_nN$, which for comparable mobilities means $\Delta\ll N$, expanding the logarithm to first order gives

$$\ln\frac{\sigma(0)}{\sigma(L)}\simeq
\frac{\mu_n+\mu_p}{\mu_n}\,\frac{\Delta(0)-\Delta(L)}{N}.$$

The sum of mobilities cancels the denominator of $\beta$:

$$V\simeq\frac{kT}{e}\,\frac{\mu_n-\mu_p}{\mu_n}\,
\frac{\Delta(0)-\Delta(L)}{N}. \tag{6}$$

**Strong light.** If $\Delta\gg N$ at both ends, the doping drops out of the conductivity ratio and

$$V\simeq\frac{kT}{e}\,\beta\,\ln\frac{\Delta(0)}{\Delta(L)} .$$

**What does not matter.** The generation profile and the recombination law enter (5) only through the two end conductivities. A bright spot in the interior gives no net voltage if the ends are equally conductive, because the potential rise on one side of the spot is undone on the other.

Equation (5) was tested for an interior light spot and a different recombination law by solving Poisson's equation and both continuity equations numerically, without assuming neutrality. The slab was 500 µm thick, with acceptor density $10^{14}$ cm⁻³ and $\mu_n=450$, $\mu_p=1400$ cm²/Vs. Generation was $2\times10^{20}\exp[-(x-150\,\mu\mathrm m)^2/(50\,\mu\mathrm m)^2]$ cm⁻³s⁻¹. Recombination was bimolecular, at the rate $B(np-n_i^2)$ with $B=10^{-10}$ cm³/s and $n_i=10^{10}$ cm⁻³. The end conductivity ratio came out as 1.8998. Both the full solution and (5) give $-8.52$ mV, negative because the holes are the faster carriers.

## (d) A silicon-like example

**Data.** The slab is 500 µm thick, with donor density $10^{14}$ cm⁻³ and relative permittivity 11.7, at 300 K. The mobilities are $\mu_n=1400$ and $\mu_p=450$ cm²/Vs. Recombination follows the Shockley–Read–Hall law $(np-n_i^2)/[\tau(n+p+2n_i)]$ with $\tau=10$ µs and $n_i=10^{10}$ cm⁻³. Light enters at $x=0$ with absorbed photon flux $10^{18}$ cm⁻²s⁻¹ and absorption length 10 µm. Both surfaces are taken as ideally passivated, so that no carriers cross them or recombine there, and as free of fixed charge, so that the field vanishes at them. The full numerical solution gives these end densities:

| End | $n$ (cm⁻³) | $p$ (cm⁻³) |
|---|---:|---:|
| Lit | $1.0967\times10^{15}$ | $9.967\times10^{14}$ |
| Far | $2.0087\times10^{14}$ | $1.0087\times10^{14}$ |

**Answer.** The conductivities are

$$\begin{aligned}
\sigma(0)&=e\,(1400\times1.0967\times10^{15}+450\times9.967\times10^{14})\\
&=0.3179\ \mathrm{S/cm},\\
\sigma(L)&=e\,(1400\times2.0087\times10^{14}+450\times1.0087\times10^{14})\\
&=0.0523\ \mathrm{S/cm}.
\end{aligned}$$

Before rounding, their ratio is 6.0745, whose logarithm is 1.8041. The mobility factor is $\beta=950/1850=0.5135$, and $kT/e=25.852$ mV. Therefore

$$V=25.852\ \mathrm{mV}\times0.5135\times1.8041
=23.95\ \mathrm{mV}=0.02395\ \mathrm V .$$

The full solution also gives 23.95 mV. The strong-light formula would give about 30.4 mV, since the ratio of excess densities is 9.88. It is too large here because the excess density at the far end only about equals the doping, and the doping raises the conductivity there by a larger fraction than at the lit end.

The neutrality condition can be checked with (3). The dark Debye length, defined by $\sqrt{\varepsilon kT/(e^2N)}$, is 0.409 µm. Inserting the lit-end densities in $\Lambda^2$ gives $\Lambda\simeq0.076$ µm. With $\ell$ equal to the absorption length, $\Lambda^2/\ell^2\simeq6\times10^{-5}$. The largest difference found between the computed field and (4) is $3.2\times10^{-5}$ of the peak field. The slope of $\ln\sigma$ was taken by central differences with spacing $h=0.125$ µm, which itself introduces a relative error of about $h^2/(6\ell^2)\simeq3\times10^{-5}$, opposite in sign to the neutrality error. The comparison therefore confirms only the order of magnitude of the estimate.

The peak field is 0.671 V/cm, and the mean field $V/L$ is 0.479 V/cm. Although the net current is zero, the hole current alone reaches 128 mA/cm². The absorbed photon flux multiplied by $e$ is 160 mA/cm², so at its peak the flow of pairs is about 80% of the total generation rate per unit area.

In a second numerical solution both mobilities were set to 900 cm²/Vs and the other data were kept. The conductivity ratio was still 4.685, but the voltage was below 0.001 mV in magnitude. A conductivity difference without a mobility difference gives no Dember voltage.

## (e) What a voltmeter reads

A voltmeter compares the Fermi levels of its two electrodes, taken here to be of the same metal. Its reading equals $V$ if the electrostatic steps at the two contacts, measured in the same direction from metal to bulk, are equal. A capacitive probe can detect the light-induced potential difference if the light leaves surface dipoles and surface band bending unchanged. On lightly doped silicon this is a severe condition, because passivation layers usually carry fixed charge. For the slab of (d), equal fixed charges of $+10^{10}$ or $+10^{11}$ elementary charges per cm² on both faces change the potential difference between the surfaces from 24 mV to about $5$ or $-19$ mV, and charges of $-10^{10}$ or $-10^{11}$ change it to about $47$ or $81$ mV. These values approach the readings $V_n$ and $V_p$ found below.

Consider instead two identical contacts that each follow the electron quasi-Fermi level. The corresponding potential, up to a constant, is

$$\phi_n=\phi-\frac{kT}{e}\ln n .$$

Its derivative follows from the electron current and the Einstein relation:

$$\phi_n'=-E-\frac{kT}{e}\frac{n'}{n}=-\frac{J_n}{e\mu_n n}.$$

The reading, lit end minus far end, is therefore

$$V_n=V-\frac{kT}{e}\ln\frac{n(0)}{n(L)}
=\int_0^L\frac{J_n}{e\mu_n n}\,dx. \tag{7}$$

For contacts that follow the hole quasi-Fermi level, $\phi_p=\phi+(kT/e)\ln p$ gives in the same way

$$V_p=V+\frac{kT}{e}\ln\frac{p(0)}{p(L)}
=\int_0^L\frac{J_p}{e\mu_p p}\,dx. \tag{8}$$

The signs follow from the common particle flux $\Gamma=J_p/e$. With $n'=p'$, equation (1) gives $E=-(kT/e)(\mu_n-\mu_p)p'/(\mu_nn+\mu_pp)$. Substitution in the hole current gives

$$\begin{aligned}
\Gamma&=\mu_p pE-D_p p'\\
&=-\frac{kT}{e}\mu_p p'
\left[\frac{(\mu_n-\mu_p)p}{\mu_n n+\mu_p p}+1\right]\\
&=-\frac{kT}{e}\,
\frac{\mu_n\mu_p(n+p)}{\mu_n n+\mu_p p}\,p'.
\end{aligned}$$

In the last step the terms $\mp\mu_p p$ in the numerator cancel. The coefficient of $-p'$ is positive. If the density falls steadily away from the light, then $\Gamma>0$, $J_p>0$ and $J_n<0$, so $V_n<0<V_p$.

For the densities in (d), assuming that the contacts do not disturb them,

$$\begin{aligned}
V_n&=23.95-25.852\ln(5.460)=-19.93\ \mathrm{mV},\\
V_p&=23.95+25.852\ln(9.881)=83.17\ \mathrm{mV}.
\end{aligned}$$

The current integrals in (7) and (8), evaluated from the numerical solution, agree with these readings to within 0.02 mV. The same illuminated bulk can thus give readings of opposite sign.

The weak-light limit shows that the negative $V_n$ is no accident of the chosen numbers. There $\ln[n(0)/n(L)]\simeq[\Delta(0)-\Delta(L)]/N$, and subtracting this from (6) leaves

$$V_n\simeq-\frac{kT}{e}\,\frac{\mu_p}{\mu_n}\,
\frac{\Delta(0)-\Delta(L)}{N}.$$

A third kind of contact recombines carriers so fast that both densities keep their equilibrium values at both ends. Then $\sigma(0)=\sigma(L)$, and (5) and (7) both give zero in the quasi-neutral model, however bright the interior.

## (f) Where the result fails, and the real case

**A thin slab.** Take a 5 µm slab with donor density $10^{12}$ cm⁻³, for which the dark Debye length is 4.09 µm. The mobilities, permittivity, temperature and surface conditions are those of (d). The absorbed flux is $5\times10^{16}$ cm⁻²s⁻¹, the absorption length is 1 µm, and $\tau=0.01$ µs. This is a model case. For capture cross-sections of $10^{-14}$ to $10^{-15}$ cm² and a thermal speed of $10^7$ cm/s, so short a lifetime would need $10^{15}$ to $10^{16}$ traps per cm³, far above the doping, and their charge could not be neglected in a real sample. The full solution gives 0.941 mV, whereas (5), supplied with the end conductivities of that same solution, gives 1.947 mV. The formula is too large by about a factor of two.

Equation (3) shows the direction of the error. Treat $\Lambda$ as constant for this purpose and integrate:

$$V=V_{(5)}+\Lambda^2\left[E'(L)-E'(0)\right].$$

A positive field that vanishes at both surfaces has $E'(0)\ge0$ and $E'(L)\le0$, so the correction lowers the voltage. In physical terms, over so short a distance the space charge needed to produce the field (4) is comparable with the variation of the carrier densities across the slab, so the two density gradients cannot stay nearly equal.

**Effects left out of (d).** The following are estimates for that example.

- The largest net charge density is $2.1\times10^{-6}$ of the total carrier density, in units of $e$. Degeneracy changes the Einstein relation by about $1.4\times10^{-5}$.
- Treating holes as fixed charged scatterers suggests that electron–hole scattering lowers the electron mobility by roughly 2%. The ratio of the given mobility to the one that hole scattering alone would allow is only about 0.2%, but this ratio understates the effect: charged scatterers act most on slow electrons, which lattice vibrations scatter least.
- The peak drift speed is about $10^{-4}$ of a rough saturation speed of $10^7$ cm/s. The peak field is about $2\times10^{-6}$ of a rough breakdown field of $3\times10^5$ V/cm.
- Photons of 1.55 eV deliver 0.248 W/cm². If all this heat crossed the full thickness, with a rough thermal conductivity of 1.5 W/(cm K), the temperature difference would be 8.3 mK. A Seebeck coefficient of 1.5 mV/K in magnitude turns this into 0.012 mV. That coefficient is a generous choice, because the electron and hole contributions partly cancel under illumination.
- For capture cross-sections of $10^{-14}$ to $10^{-15}$ cm² and a thermal speed of $10^7$ cm/s, a 10 µs lifetime needs $10^{12}$ to $10^{13}$ traps per cm³, up to 10% of the doping. Including the light-induced charge of such midgap traps, at fixed dark net doping, lowers $V$ by at most 0.02 mV.
- A 1% difference in doping between the ends gives 0.257 mV in the dark, about 1% of $V$. This sets a scale for the effect of nonuniform doping; it is not a correction to be added to the illuminated result.

**Comparison with real silicon.** The mobilities and doping are roughly those of lightly doped n-type silicon near room temperature. The light is strong, more than twice the power density of full sunlight, which is roughly 0.1 W/cm². The 10 µs lifetime is short for good high-purity wafers. With the light, thickness and passivation held fixed, a much longer lifetime raises the overall carrier density, while the density difference needed to carry the pairs across the slab stays limited by the photon flux. The conductivity ratio then moves towards one and $V$ falls. Of the assumptions examined here, that of equal contact steps has the largest effect on the reading. For the bulk profile of (d), replacing them by carrier-selective contacts moves the reading from 24 mV to $-20$ or $+83$ mV, far more than any effect in the list above. Values for all the cases are collected in the numerical output.

## Computed values

```
Temperature: 300 K; thermal voltage: 25.852 mV
Thickness: 500 um; donor density: 1.0e+14 cm^-3
Electron mobility: 1400 cm2/Vs; hole: 450 cm2/Vs
SRH lifetime parameters: 10 us
Intrinsic density (rough): 1.0e+10 cm^-3
Absorbed photon flux: 1.0e+18 cm^-2 s^-1
Absorption length: 10 um
Dark Debye length: 0.409 um
Mobility factor beta: 0.51351
Lit end n: 1.0967e+15 cm^-3
Lit end p: 9.9674e+14 cm^-3
Far end n: 2.0087e+14 cm^-3
Far end p: 1.0087e+14 cm^-3
Lit end conductivity: 0.31787 S/cm
Far end conductivity: 0.05233 S/cm
Conductivity ratio: 6.0745; logarithm: 1.8041
Dember voltage, formula: 23.950 mV
Dember voltage, formula: 0.023950 V
Dember voltage, full solution: 23.950 mV
Peak field: 0.671 V/cm
Largest local-field error / peak field: 3.2e-05
Peak hole current density: 128.19 mA/cm2
Electron-selective contacts read: -19.932 mV
Hole-selective contacts read: 83.168 mV
Interior-spot case, end conductivity ratio: 1.8998
Interior-spot case, full: -8.520 mV
Interior-spot case, formula: -8.520 mV
Equal-mobility case, conductivity ratio: 4.685
Equal-mobility voltage below 0.001 mV: True
Thin case, thickness: 5.0 um
Thin case, dark Debye length: 4.09 um
Thin case, full: 0.941 mV
Thin case, formula: 1.947 mV
Largest net charge / carrier density: 2.1e-06
Einstein-relation degeneracy correction: 1.4e-05
Electron-hole scattering, mu_n/mu_eh (rough): 1.9e-03
Peak drift speed / 1e7 cm/s: 9.4e-05
Peak field / 3e5 V/cm breakdown scale: 2.2e-06
Absorbed optical power: 0.248 W/cm2
Temperature difference, upper estimate: 8.28 mK
Thermoelectric voltage, rough: 0.0124 mV
Dark potential from 1% doping step: 0.257 mV
```
